# The Trouton–Noble torque on a uniformly moving charged dumbbell

## The problem

Two point charges $q_1$ and $q_2$ are fixed to the ends of a straight, electrically neutral rod, taken to be unpolarizable so that it does not alter the field. The dumbbell moves through empty space with constant velocity $\mathbf v$, and the rod makes an oblique angle $\theta$ with $\mathbf v$. No outside force acts, and in its own rest frame the dumbbell is in static equilibrium.

(a) Find the torque that the charges exert on each other, to order $v^2/c^2$.

(b) Find the resulting motion of the rod, and account for the torque.

Hartree atomic units are used, with Gaussian fields, so that the force on a charge $q$ is $q(\mathbf E+\mathbf v\times\mathbf B/c)$. Let $r\mathbf n$, with $\mathbf n$ a unit vector, run from charge 2 to charge 1 at one laboratory time. Write $\boldsymbol\beta=\mathbf v/c$ and $Q=q_1q_2$.

## A tempting solution

**The interaction.** In the Coulomb gauge, charge 2 has the scalar potential $\phi=q_2/s$ at a point displaced from it by $\mathbf s$. Its vector potential obeys

$$\nabla^2\mathbf A-\frac1{c^2}\frac{\partial^2\mathbf A}{\partial t^2}=-\frac{4\pi}{c}q_2\mathbf v_2\,\delta(\mathbf s)+\frac1c\nabla\frac{\partial\phi}{\partial t}.$$

The vector potential enters the energy of charge 1 with a factor $v_1/c$ and is itself of order $1/c$. The second time derivative would therefore change the interaction only at order $1/c^4$, and it is dropped. Because the charge moves, $\partial\phi/\partial t=-q_2\mathbf v_2\cdot\nabla(1/s)$. Using $\nabla^2(1/s)=-4\pi\delta(\mathbf s)$ and $\nabla^2s=2/s$, one verifies that the solution vanishing at infinity is

$$\mathbf A=\frac{q_2\mathbf v_2}{cs}-\frac{q_2}{2c}\nabla(\mathbf v_2\cdot\nabla s).$$

Since $\nabla(\mathbf v_2\cdot\nabla s)=[\mathbf v_2-\hat{\mathbf s}(\hat{\mathbf s}\cdot\mathbf v_2)]/s$, this is

$$\mathbf A=\frac{q_2}{2cs}\left[\mathbf v_2+\hat{\mathbf s}(\hat{\mathbf s}\cdot\mathbf v_2)\right].$$

At charge 1, $\mathbf s=r\mathbf n$. The interaction $-q_1\phi+q_1\mathbf v_1\cdot\mathbf A/c$ becomes the interaction part of the Darwin Lagrangian,

$$L_{\rm int}=-\frac Qr+\frac{Q}{2c^2r}\left[\mathbf v_1\cdot\mathbf v_2+(\mathbf v_1\cdot\mathbf n)(\mathbf v_2\cdot\mathbf n)\right].$$

**The force.** Lagrange's equation gives the electromagnetic force on charge 1 as

$$\mathbf F_1=\frac{\partial L_{\rm int}}{\partial\mathbf r_1}-\frac{d}{dt}\frac{\partial L_{\rm int}}{\partial\mathbf v_1}.$$

The quantity $\partial L_{\rm int}/\partial\mathbf v_1$ depends on $r\mathbf n$ and $\mathbf v_2$. For a rod in uniform translation both are constant, so the last term vanishes. The gradient is taken at fixed velocities, and these may be set equal to $\mathbf v$ beforehand:

$$L_{\rm int}=-\frac Qr+\frac Q2\left[\frac{\beta^2}{r}+\frac{(\boldsymbol\beta\cdot\mathbf r)^2}{r^3}\right],\qquad \mathbf r=r\mathbf n.$$

The two gradients needed are

$$\nabla\frac1r=-\frac{\mathbf n}{r^2},\qquad
\nabla\frac{(\boldsymbol\beta\cdot\mathbf r)^2}{r^3}=\frac{2(\boldsymbol\beta\cdot\mathbf n)\boldsymbol\beta-3(\boldsymbol\beta\cdot\mathbf n)^2\mathbf n}{r^2}.$$

Hence

$$\mathbf F_1=\frac{Q}{r^2}\left\{\mathbf n\left[1-\tfrac12\beta^2-\tfrac32(\boldsymbol\beta\cdot\mathbf n)^2\right]+\boldsymbol\beta(\boldsymbol\beta\cdot\mathbf n)\right\}.$$

Exchanging the charges reverses $\mathbf n$, so $\mathbf F_2=-\mathbf F_1$. The forces are opposite, but the term along $\boldsymbol\beta$ turns them away from the line of the rod.

**The torque.** Because the forces sum to zero, the torque is the same about every origin:

$$\boldsymbol\tau=\mathbf r_1\times\mathbf F_1+\mathbf r_2\times\mathbf F_2=r\mathbf n\times\mathbf F_1.$$

The part of $\mathbf F_1$ along $\mathbf n$ drops out, leaving

$$\boldsymbol\tau=\frac Qr(\mathbf n\cdot\boldsymbol\beta)(\mathbf n\times\boldsymbol\beta),\qquad |\boldsymbol\tau|=\frac{|Q|\beta^2}{2r}|\sin2\theta|.$$

**The motion.** Let the dumbbell have mass $M$, centre $\mathbf X$, moment of inertia $I$ about the centre for turning in the plane of $\mathbf n$ and $\mathbf v$, and angular velocity $\boldsymbol\omega$. Its momentum is $M\mathbf v$, so its angular momentum is

$$\mathbf L=\mathbf X\times M\mathbf v+I\boldsymbol\omega.$$

The first term is constant, because $\dot{\mathbf X}=\mathbf v$ is parallel to $M\mathbf v$. Therefore $I\dot{\boldsymbol\omega}=\boldsymbol\tau$, and the rod begins to turn.

## Where it fails

The last conclusion cannot be right. In the rest frame the charges are static, their forces lie along the rod, and the rod's stress balances them. Every point of the rod keeps a fixed position there. A point at rest in one inertial frame moves with constant velocity in another, and all points at rest in the first frame share that velocity. In the laboratory the rod therefore translates without turning.

The torque is not at fault. It is the torque of the Lorentz forces, and it agrees with the one from the retarded fields up to a relative error of order $\beta^2$, as tested for three dumbbells.

The faulty line is the angular momentum. It takes the momentum of the dumbbell to be $M\mathbf v$, parallel to the velocity. That would be correct for an unstressed body, but this rod is under stress, and the forces at its ends do work while it moves. Energy enters at one end and leaves at the other. An energy current carries momentum, and this current runs along the rod, not along $\mathbf v$.

## The right solution

**Angular momentum of a translating body.** Let $\mathbf g$ be the momentum density of the dumbbell's matter, that is, of the rod and the charges without the electromagnetic field. Write each point as $\mathbf x=\mathbf X(t)+\boldsymbol\xi$. In uniform translation $\mathbf g$ depends on $\boldsymbol\xi$ alone, so

$$\mathbf L=\int\mathbf x\times\mathbf g\,dV=\mathbf X\times\mathbf P+\int\boldsymbol\xi\times\mathbf g\,dV,\qquad \mathbf P=\int\mathbf g\,dV.$$

The last integral is constant, and so is $\mathbf P$. Hence

$$\frac{d\mathbf L}{dt}=\mathbf v\times\mathbf P.$$

A body whose momentum has a component across its velocity needs a torque in order to go on translating. It remains to find that component.

**The power at the ends.** Each charge moves uniformly, so its momentum and energy are constant. The rod must then exert $-\mathbf F_1$ on charge 1, and charge 1 exerts $\mathbf F_1$ on the rod. The power delivered to the rod at end 1 is, to leading order,

$$W=\mathbf F_1\cdot\mathbf v=\frac{Q}{r^2}\,\mathbf n\cdot\mathbf v .$$

At end 2 the power is $\mathbf F_2\cdot\mathbf v=-W$. The rod's energy stays constant, while energy passes through it.

**The energy current.** Let $u$ be the energy density in the rod and $\mathbf S$ the energy flux. The energy pattern moves along with the rod, so $\partial u/\partial t=-\mathbf v\cdot\nabla u$. Energy conservation, $\partial u/\partial t+\nabla\cdot\mathbf S=w$, with $w$ the power supplied per volume, becomes

$$\nabla\cdot\mathbf J=w,\qquad \mathbf J=\mathbf S-u\mathbf v .$$

Here $\mathbf J$ is the energy current relative to the moving rod, and it vanishes outside the rod. Integration by parts of each component gives

$$\int\mathbf J\,dV=-\int\boldsymbol\xi\,(\nabla\cdot\mathbf J)\,dV=-(\boldsymbol\xi_1W-\boldsymbol\xi_2W)=-Wr\mathbf n .$$

For positive $W$ the current runs from end 1 to end 2, which is the direction $-\mathbf n$.

**The momentum.** In relativity momentum density equals energy flux divided by $c^2$. With $E=\int u\,dV$, the momentum of the rod is

$$\frac1{c^2}\int\mathbf S\,dV=\frac{E\mathbf v}{c^2}+\mathbf P_s,\qquad
\mathbf P_s=-\frac{Wr\mathbf n}{c^2}=-\frac{Q}{c^2r}\,\mathbf n(\mathbf n\cdot\mathbf v).$$

The first part contains all energy carried along with the rod, its rest energy and elastic energy included. It is parallel to $\mathbf v$, as is the momentum of the charges themselves. Neither contributes to $\mathbf v\times\mathbf P$.

**The balance.** What remains is

$$\mathbf v\times\mathbf P_s=-\frac{Q}{c^2r}(\mathbf n\cdot\mathbf v)(\mathbf v\times\mathbf n)=\frac Qr(\mathbf n\cdot\boldsymbol\beta)(\mathbf n\times\boldsymbol\beta)=\boldsymbol\tau .$$

The minus sign was absorbed by $\mathbf v\times\mathbf n=-\mathbf n\times\mathbf v$. The torque supplies the rate at which the angular momentum of the stressed, translating rod grows, and nothing is left to turn it. The answer to (b) is uniform translation with $\boldsymbol\omega=0$.

The same result can be read about the moving centre. With $\mathbf L_c=\mathbf L-\mathbf X\times\mathbf P$ and $d\mathbf P/dt=\mathbf F_1+\mathbf F_2=0$,

$$\frac{d\mathbf L_c}{dt}=\boldsymbol\tau-\mathbf v\times\mathbf P=0 .$$

The tempting solution kept the first term and lost the second.

## How the rod came by its sideways momentum

Suppose that outside holders at first keep the charges in place, and that the charges are then transferred to the rod, at both ends at once in the rest frame. Two events simultaneous there and separated by $r\mathbf n$ are not simultaneous in the laboratory. To leading order, the event at end 1 comes later by $\Delta t=r(\mathbf n\cdot\mathbf v)/c^2$. When $\Delta t$ is positive, only $\mathbf F_2\approx-Q\mathbf n/r^2$ acts on the rod during this interval, and the rod receives the impulse

$$\mathbf F_2\,\Delta t=-\frac{Q}{c^2r}\mathbf n(\mathbf n\cdot\mathbf v)=\mathbf P_s .$$

When $\Delta t$ is negative, end 1 is loaded first, and $\mathbf F_1|\Delta t|$ gives the same vector. The sideways momentum is thus present although the rod gained no sideways velocity.

## Signs and limiting cases

Let $\mathbf v$ point along $x$ and let $\mathbf n=(\cos\theta,\sin\theta,0)$. Then $(\mathbf n\times\boldsymbol\beta)_z=-\beta\sin\theta$, and

$$\tau_z=-\frac{Q\beta^2}{r}\sin\theta\cos\theta .$$

For like charges and $0<\theta<90^\circ$ the torque is negative. It urges the rod to line up with $\mathbf v$. The rod is in tension, and energy flows from end 1 to end 2. For opposite charges the rod is compressed, the energy current is reversed, and the torque urges the rod to lie across $\mathbf v$. In both cases the urging has no effect on the orientation.

At $\theta=0$ the momentum $\mathbf P_s$ is not zero, but it is parallel to $\mathbf v$ and needs no torque. At $\theta=90^\circ$ the end forces do no work, so there is no energy current and $\mathbf P_s=0$. The torque vanishes in both cases, for these two different reasons. To order $\beta^2$, its magnitude at fixed $r$ and $\beta$ is largest at $45^\circ$.

## The share of the field

If the field exerts a torque on the dumbbell, the field must lose angular momentum. Since the full Lagrangian is unchanged when both charges are displaced together, the sum of all $\partial L/\partial\mathbf v$ is conserved for two free charges. Its interaction part is the mutual momentum of the field:

$$\mathbf P_f=\frac{\partial L_{\rm int}}{\partial\mathbf v_1}+\frac{\partial L_{\rm int}}{\partial\mathbf v_2}.$$

At equal velocities each term equals $(Q/2c^2r)[\mathbf v+\mathbf n(\mathbf n\cdot\mathbf v)]$, so

$$\mathbf P_f=\frac{Q}{c^2r}\left[\mathbf v+\mathbf n(\mathbf n\cdot\mathbf v)\right].$$

Direct integration of the momentum density of the crossed fields confirms this expression. The field pattern also translates with velocity $\mathbf v$, so its angular momentum changes at the rate $\mathbf v\times\mathbf P_f=-\boldsymbol\tau$. Adding the stress momentum removes the part along the rod:

$$\mathbf P_f+\mathbf P_s=\frac{Q}{r}\,\frac{\mathbf v}{c^2}.$$

This is the Coulomb energy moving with velocity $\mathbf v$, to leading order; the sum has corrections of relative order $\beta^2$. Neither field nor rod alone has its momentum along the velocity at an oblique angle, but together they do. The self-field of each charge is symmetric about $\mathbf v$ and adds only momentum along it. The angular momentum of the complete system is constant.

## A numerical case

Take $q_1=+1$, $q_2=-1$, $r=2$ bohr, $v=10$ atomic units and $\theta=30^\circ$. These are round model values. With $c=137.036$, $\beta^2=5.325\times10^{-3}$. The torque is

$$\tau_z=\frac{5.325\times10^{-3}}{2}\times0.5000\times0.8660=1.153\times10^{-3}\ \text{hartree},$$

or $5.03\times10^{-21}$ N m. It is positive, so it urges $\mathbf n$ from $30^\circ$ towards $90^\circ$, as expected for opposite charges. The force is tilted from the line of the rod by only about $0.13^\circ$ ($0.133^\circ$ for the Darwin force, $0.132^\circ$ for the retarded fields).

The power at end 1 is

$$W=-\frac{1}{2^2}\times0.8660\times10=-2.165\ \text{a.u.}$$

Energy leaves the rod there and enters at end 2, so the current runs along $+\mathbf n$. The stress momentum is

$$\mathbf P_s=\frac{2.165\times2}{137.036^2}\,\mathbf n=(1.997,\ 1.153)\times10^{-4}\ \text{a.u.}$$

Its $y$ component, carried along $x$ at speed 10, gives

$$(\mathbf v\times\mathbf P_s)_z=10\times1.153\times10^{-4}=1.153\times10^{-3}\ \text{hartree},$$

which is the torque. The mutual field momentum is $(-4.659,\,-1.153)\times10^{-4}$ a.u. The $y$ components cancel in the sum, and $-2.663\times10^{-4}$ a.u. remains along $x$ at this order, with higher orders shifting it by about half a percent. It is negative because the Coulomb energy of opposite charges is negative and lowers the mass of the whole.

The retarded fields give a torque of $1.149\times10^{-3}$ hartree. The Darwin value is $0.335$ percent larger, relative to the retarded one. The next section derives this difference.

## Beyond order $\beta^2$

The balance does not depend on the expansion. In the rest frame of charge 2 the field is $q_2\mathbf r'/r'^3$. Let $\gamma=(1-\beta^2)^{-1/2}$. Going to the laboratory leaves the field component along $\mathbf v$ unchanged and multiplies the transverse one by $\gamma$, while $r'_\parallel=\gamma r_\parallel$ and $r'_\perp=r_\perp$. Both components of the field then acquire the same factor:

$$\mathbf E=\frac{\gamma q_2r}{r'^3}\,\mathbf n\equiv\mathcal E\mathbf n,\qquad r'^2=r^2(1+\gamma^2\beta^2\cos^2\theta).$$

The field points along the line from the present position of the source. With $\mathbf B=\boldsymbol\beta\times\mathbf E$, the Lorentz force is

$$\mathbf F_1=q_1\mathcal E\left[(1-\beta^2)\mathbf n+\boldsymbol\beta(\boldsymbol\beta\cdot\mathbf n)\right].$$

Its torque is $r\mathbf n\times\mathbf F_1=rq_1\mathcal E(\boldsymbol\beta\cdot\mathbf n)(\mathbf n\times\boldsymbol\beta)$. In its power the two terms in $\beta^2$ cancel, so that $\boldsymbol\beta\cdot\mathbf F_1=q_1\mathcal E(\boldsymbol\beta\cdot\mathbf n)$. The derivation of the energy current used no expansion once $W=\mathbf F_1\cdot\mathbf v$ is kept, and therefore

$$\mathbf v\times\mathbf P=r(\boldsymbol\beta\cdot\mathbf F_1)(\mathbf n\times\boldsymbol\beta)=r\mathbf n\times\mathbf F_1 .$$

Torque and momentum change together, and the balance holds at any speed below $c$. Relative to the Darwin result, the torque has the factor

$$\frac{\gamma}{(1+\gamma^2\beta^2\cos^2\theta)^{3/2}}\approx1+\beta^2\left(\tfrac12-\tfrac32\cos^2\theta\right).$$

At $30^\circ$ the bracket is $-5/8$, which lowers the torque by about $0.33$ percent, in agreement with the numerical case.

A separate test used a smooth rod with a given rest-frame stress, Lorentz-transformed and integrated at fixed laboratory time. Its rate of change of angular momentum agreed with the retarded torque at $\beta=0.07$ and $\beta=0.5$, for two different rest energies of the rod. The end forces needed for translation without rotation agreed with the Lorentz forces on the charges. In the worked case the rod's rate of change of angular momentum and the retarded torque are both $1.149\times10^{-3}$ hartree.

## When the argument does not apply

The result rests on static equilibrium in the rest frame. If an outside field exerts a torque there, the rod does turn. While the rod is still being loaded, its momentum is changing, and $d\mathbf L/dt=\mathbf v\times\mathbf P$ cannot be used. While it settles afterwards, its energy pattern does not simply translate, and the derivation given here does not cover that stage.

If there is no rod and outside holders keep the charges in uniform motion, the charges counted alone carry no $\mathbf P_s$. The holders then exert $-\mathbf F_1$ and $-\mathbf F_2$, whose torque is $-\boldsymbol\tau$. The net torque on the charges is zero, as it must be for bodies whose momentum is parallel to their velocity. The rod does the same for the charges, but it has to take up $\boldsymbol\tau$ itself, and it does so through its stress momentum. If the holders form one co-moving frame in static equilibrium, that frame takes up $\boldsymbol\tau$ and carries the same $\mathbf P_s$ whatever its shape, because the energy-current argument used only the points where the forces act and the power they deliver.

## Values computed for the example and the checks

```
charge q1 = +1 e, charge q2 = -1 e
separation r = 2.0 bohr
speed v = 10.0 a.u. of velocity
angle between rod and velocity = 30.0 degrees
speed of light c = 137.035999 a.u. of velocity
beta = 0.072974
beta squared = 5.325135e-03
n = (0.866025, 0.500000)
Coulomb force on charge 1, x = -0.2165064 hartree/bohr
Coulomb force on charge 1, y = -0.1250000 hartree/bohr
Darwin force on charge 1, x = -0.2157858 hartree/bohr
Darwin force on charge 1, y = -0.1239183 hartree/bohr
tilt of Darwin force from rod line = 0.13273 degrees
torque z, Darwin = 1.152926e-03 hartree
torque z, Darwin = 0.03137 eV
torque z, Darwin = 5.0265e-21 N m
power into rod at end 1 = -2.165064 a.u. of power
stress momentum of rod, x = 1.996926e-04 a.u. of momentum
stress momentum of rod, y = 1.152926e-04 a.u. of momentum
(v x stress momentum) z = 1.152926e-03 hartree
mutual field momentum, x = -4.659494e-04 a.u. of momentum
mutual field momentum, y = -1.152926e-04 a.u. of momentum
(v x field momentum) z = -1.152926e-03 hartree
sum of both momenta, x = -2.662568e-04 a.u. of momentum
sum of both momenta, y = 0.0e+00 a.u. of momentum
Coulomb energy times v/c^2 = -2.662568e-04 a.u. of momentum
torque z, retarded fields = 1.149080e-03 hartree
dL/dt z of boosted rod = 1.149080e-03 hartree
Darwin torque relative to retarded, minus 1 = 0.335 percent
```
